\section*{Precursor decomposition in storage under a daily temperature swing}

\section{Problem}

A liquid precursor for atomic layer deposition is stored in a closed canister. It decomposes by a first-order reaction with rate constant
\begin{equation}
k(T)=\nu\,e^{-E/k_BT},
\label{eq:arrhenius}
\end{equation}
where $E$ is the barrier, $\nu$ a constant prefactor and $k_B$ Boltzmann's constant. The store is not temperature controlled, and the liquid follows a daily cycle,
\begin{equation}
T(t)=T_0+A\sin\omega t .
\label{eq:swing}
\end{equation}
Here $A$ is the peak deviation from the mean, so the full range is $2A$. The liquid is taken to have one uniform temperature, and the decomposition products are taken not to affect the rate.

Use $E=1.2$ eV, $T_0=300$ K, $A=10$ K, $\nu=10^{12}$ s$^{-1}$ and a storage time of 90 days.

\begin{enumerate}
\item Show that, over whole cycles, the loss depends on the temperature history through one number, $F=\langle k(T(t))\rangle/k(T_0)$, where the brackets denote the average over a cycle.
\item Linearise the Arrhenius exponent about $T_0$ and find $F$ in closed form. Evaluate it.
\item Does the linearisation overestimate or underestimate $F$? Bound the error, then find the leading correction.
\item Which constant temperature would give the same mean rate constant as the swing?
\item What fraction of the precursor is lost in 90 days, with and without the swing?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Divide the rate equation by the amount left and integrate.
\item Write $s=\sin\omega t$ and $\varepsilon=A/T_0$, and measure the exponent from its value at $T_0$. Its linear part is $xs$ with a dimensionless $x$. Expand $e^{xs}$ in powers of $s$: half of the averages vanish by symmetry, and the others follow from an integration by parts.
\item Do not expand the exact exponent yet. Subtract it from $xs$ and look at the sign of the difference.
\item Set the rate constant at the unknown temperature equal to $Fk(T_0)$ and take the logarithm.
\item The ratio of two losses is not the ratio of two rate constants once a noticeable part of the material has gone.
\end{enumerate}

\section{Solution}

\subsection{Why the mean rate constant is enough}

Let $n(t)$ be the amount of intact precursor. First-order decay means $dn/dt=-k(T(t))\,n$. Dividing by $n$ and integrating from $0$ to $t$ gives
\begin{equation}
\ln\frac{n(t)}{n(0)}=-\int_0^t k(T(t'))\,dt'.
\end{equation}
If $t$ is a whole number of periods, the integral equals $t$ times the cycle average $\langle k\rangle=Fk(T_0)$. Hence
\begin{equation}
n(t)=n(0)\,e^{-F k(T_0)t}.
\label{eq:decay}
\end{equation}
The order of warm and cold hours does not matter. The exponential form rests on the first-order law, but the indifference to order needs only a rate that is a function of $T$ times a function of $n$, because the variables then still separate. If the products opened a second reaction path with a different barrier, the total rate would not have this product form, and the order could matter.

\subsection{The linearised average}

Relative to its value at $T_0$, the rate constant is
\begin{equation}
\frac{k(T)}{k(T_0)}=\exp\left[\frac{E}{k_B}\left(\frac1{T_0}-\frac1T\right)\right].
\end{equation}
With $T-T_0=As$ and $T=T_0(1+\varepsilon s)$, the exponent becomes
\begin{equation}
\frac{E}{k_B}\,\frac{T-T_0}{T_0T}
=\frac{EA}{k_BT_0^2}\,\frac{s}{1+\varepsilon s}
=\frac{xs}{1+\varepsilon s},
\qquad x=\frac{EA}{k_BT_0^2}.
\label{eq:exact}
\end{equation}
Nothing has been approximated so far. Linearisation replaces the denominator $1+\varepsilon s$ by 1 and leaves $xs$. The number $x$ is the change in $\ln k$ that the slope at $T_0$ predicts for a rise of $A$.

We now need the average of
\begin{equation}
e^{xs}=\sum_{j=0}^{\infty}\frac{x^js^j}{j!}.
\end{equation}
Half a period later $s$ has changed sign, so the odd powers average to zero. For the even powers put $\phi=\omega t$ and $S_m=\langle\sin^{2m}\phi\rangle$. Write $\sin^{2m}\phi=\sin\phi\,\sin^{2m-1}\phi$ and integrate the first factor. The boundary terms cancel over a full period, and
\begin{align}
S_m&=(2m-1)\langle\cos^2\phi\,\sin^{2m-2}\phi\rangle\nonumber\\
&=(2m-1)(S_{m-1}-S_m),
\end{align}
because $\cos^2\phi=1-\sin^2\phi$. Collecting $S_m$ on the left gives $2m\,S_m=(2m-1)S_{m-1}$. Since $S_0=1$,
\begin{equation}
S_m=\prod_{j=1}^{m}\frac{2j-1}{2j}
=\prod_{j=1}^{m}\frac{(2j-1)(2j)}{(2j)^2}
=\frac{(2m)!}{4^m(m!)^2}.
\end{equation}
The factor $(2m)!$ cancels against the one in the exponential series:
\begin{equation}
F_{\rm lin}=\langle e^{xs}\rangle
=\sum_{m=0}^{\infty}\frac{x^{2m}}{(2m)!}S_m
=\sum_{m=0}^{\infty}\frac{(x/2)^{2m}}{(m!)^2}=I_0(x).
\label{eq:I0}
\end{equation}
This series defines the modified Bessel function of the first kind of order zero.

For the numbers given, $k_BT_0=0.02585$ eV and $E/(k_BT_0)=46.418$. Therefore
\begin{equation}
x=\frac{E}{k_BT_0}\,\frac{A}{T_0}=46.418\times0.03333=1.547,
\end{equation}
and the series gives
\begin{equation}
I_0(x)=1+0.5985+0.0896+0.0060+0.0002+\dots=1.694 .
\end{equation}
In the linearised model the swing raises the mean rate constant about 1.7-fold, although the mean temperature has not moved.

The physical reason is visible if two moments half a period apart are paired. Their linearised relative rates are $e^{xs}$ and $e^{-xs}$, with mean $\cosh(xs)\ge1$. The warm moment gains more than the cold one saves.

For $x\ll1$ the first two terms suffice, $F_{\rm lin}\approx1+x^2/4$, so the excess over 1 grows as the square of the amplitude. Here this estimate gives 1.599, about 6\% below $I_0(x)$.

For $x\gg1$ the average is dominated by the time near the temperature maximum. With $\varphi$ the phase measured from the maximum, $s\approx1-\varphi^2/2$, and
\begin{equation}
I_0(x)\approx\frac{e^x}{2\pi}\int_{-\infty}^{\infty}e^{-x\varphi^2/2}\,d\varphi
=\frac{e^x}{\sqrt{2\pi x}} .
\end{equation}
The example, with $x$ near 1.5, lies between the two limits, which is why the full series is used.

\subsection{What the linearisation costs}

Subtract the exact exponent in \eqref{eq:exact} from the linear one:
\begin{equation}
xs-\frac{xs}{1+\varepsilon s}=\frac{x\varepsilon s^2}{1+\varepsilon s}.
\label{eq:difference}
\end{equation}
For $0<\varepsilon<1$ this is never negative. Linearisation overestimates the rate on the warm side and on the cold side alike. At 310 K the exact relative rate is 4.47, while $e^{x}=4.70$; at 290 K it is 0.202, while $e^{-x}=0.213$.

Since $s^2\le1$ and $1+\varepsilon s\ge1-\varepsilon$, the difference \eqref{eq:difference} is at most $x\varepsilon/(1-\varepsilon)$. Exponentiating and averaging gives
\begin{equation}
I_0(x)\,e^{-x\varepsilon/(1-\varepsilon)}<F<I_0(x).
\label{eq:bounds}
\end{equation}
The inequalities are strict because each limit on the exponent is reached at isolated moments at most. In the example $x\varepsilon/(1-\varepsilon)=0.0534$, so $F$ lies between 1.606 and 1.694.

The bounds show that, for $\varepsilon\ll1$, a small $x\varepsilon=EA^2/(k_BT_0^3)$ is enough to make the relative error of $F$ small. The leading correction derived next has relative size $\varepsilon\,[x-I_1(x)/I_0(x)]$, which lies between $x\varepsilon/2$ and $x\varepsilon$, so a small $\varepsilon$ alone is not enough: a high barrier can spoil the linearisation even when the swing is a small part of $T_0$. This concerns $F$ itself. The excess $F-1$ tends to $(x^2/4)(1-2k_BT_0/E)$ for small swings, so its linearised value stays about 4.5\% too large here however small $A$ is, and is about 8\% too large at $A=10$ K.

For the leading correction, expand \eqref{eq:exact} to first order in $\varepsilon$ at fixed $x$:
\begin{equation}
\exp\left(\frac{xs}{1+\varepsilon s}\right)
=e^{xs}\left[1-x\varepsilon s^2+O(\varepsilon^2)\right].
\end{equation}
This calls for $\langle s^2e^{xs}\rangle$, which is $I_0''(x)$, since each derivative of $\langle e^{xs}\rangle$ with respect to $x$ brings down one factor $s$. Define $I_1(x)=I_0'(x)=\langle s\,e^{xs}\rangle$, the modified Bessel function of order one. Integrating the factor $\sin\phi$ by parts,
\begin{align}
I_1(x)&=\langle\sin\phi\,e^{x\sin\phi}\rangle
=x\langle\cos^2\phi\,e^{x\sin\phi}\rangle\nonumber\\
&=x\left[I_0(x)-I_0''(x)\right],
\end{align}
so that
\begin{equation}
I_0''(x)=I_0(x)-\frac{I_1(x)}{x}.
\label{eq:bessel}
\end{equation}
The corrected factor is therefore
\begin{equation}
F=I_0(x)-\varepsilon\left[xI_0(x)-I_1(x)\right]+O(\varepsilon^2).
\label{eq:corrected}
\end{equation}
With $I_1(x)=1.0294$, the bracket is $1.5473\times1.6942-1.0294=1.592$, and
\begin{equation}
F\approx1.694-0.03333\times1.592=1.641 .
\end{equation}
Numerical averaging of the unexpanded Arrhenius law gives $F=1.6435$. The linearised value is 3.1\% above this; the corrected one is about 0.1\% below it.

The order of the remaining error was tested by halving $\varepsilon$ at fixed $x$, from $A=2.5$ K with $E=4.8$ eV to $A=1.25$ K with $E=9.6$ eV. These barriers are artificial and serve to isolate the dependence on $\varepsilon$. The error fell by a factor 3.975, close to the 4 expected of a quadratic error.

The statement ``about 1.7-fold'' thus belongs to the linearised exponent. For the full Arrhenius law the factor is 1.64.

That $F$ exceeds 1 does not depend on linearisation either. Differentiating \eqref{eq:arrhenius} twice gives
\begin{equation}
\frac{d^2k}{dT^2}=k\,\frac{E}{k_BT^3}\left(\frac{E}{k_BT}-2\right),
\end{equation}
which is positive when $E>2k_BT$. With $E/(k_BT)$ near 46, the curve $k(T)$ is convex throughout the swing. The mean of two rates at $T_0\pm A|s|$ is then at least the rate at $T_0$. In the example 87\% of the time-integrated rate constant comes from the half-cycle above 300 K.

\subsection{The equivalent constant temperature}

Let $T_{\rm eq}$ satisfy $k(T_{\rm eq})=Fk(T_0)$. The logarithm of this condition is
\begin{equation}
\frac{E}{k_B}\left(\frac1{T_0}-\frac1{T_{\rm eq}}\right)=\ln F .
\end{equation}
Solving for $1/T_{\rm eq}$ and inverting,
\begin{equation}
T_{\rm eq}=\frac{T_0}{1-(k_BT_0/E)\ln F}.
\end{equation}
Here $\ln F=0.497$, and $0.497/46.418=0.0107$. Hence $T_{\rm eq}=300/0.9893\approx303.2$ K. A store held steadily about 3 K warmer would do the same damage as the sinusoidal 10 K swing. A thermometer record reduced to its mean temperature does not show this.

\subsection{The loss in 90 days}

At 300 K the rate constant is $6.93\times10^{-9}$ s$^{-1}$, or $5.99\times10^{-4}$ per day. Over 90 days the exponent without the swing is $y=90\times5.99\times10^{-4}=0.0539$. Equation \eqref{eq:decay} gives
\begin{align}
\text{constant 300 K:}\quad &1-e^{-0.0539}=5.25\%,\\
\text{with the swing:}\quad &1-e^{-1.6435\times0.0539}=8.48\% .
\end{align}
The losses have the ratio 1.616, slightly below $F$. The faster reaction also uses up its reactant faster. Expanding both losses to second order in $y$ shows the size of the effect:
\begin{equation}
\frac{1-e^{-Fy}}{1-e^{-y}}
\approx\frac{Fy(1-Fy/2)}{y(1-y/2)}
\approx F\left[1-\frac{(F-1)y}{2}\right].
\end{equation}
The bracket is $1-0.6435\times0.0539/2=0.983$, which accounts for the difference. At very long times both losses approach 100\% and their ratio tends to 1, while $F$ stays the same.

\subsection{The model beside a real canister}

The barrier and prefactor are round model values, not measurements on a particular precursor. A liquid swing of 10 K either way is large for a conditioned store and is meant for an unconditioned one.

The factor $F$ does not contain $\nu$, but the absolute loss does. It is also very sensitive to the barrier: at fixed $\nu$, a change of 0.1 eV alters $k(T_0)$ by a factor $e^{46.418\times0.1/1.2}\approx48$. The 5\% and 8\% above are therefore illustrations, not shelf-life predictions. The factor itself is more robust: it is 1.53 for 1.1 eV and 1.78 for 1.3 eV, with the same temperature cycle.

A prefactor that varies as $T^n$ matters little if $E$ denotes the measured local slope, $E=k_BT_0^2\,(d\ln k/dT)_{T_0}$. With this slope held fixed, $F$ is 1.644 for $n=1$ and 1.641 for $n=-4$. These powers do not represent tunnelling. A negative $n$ makes the local activation energy fall on warming, whereas tunnelling through a barrier normally makes it rise.

The meaning of the amplitude matters more. If 10 K were the peak-to-peak range, $A$ would be 5 K and $F$ would be 1.15. The shape of the cycle matters as well. With the same mean and the same extremes of 290 and 310 K, a square cycle gives $F=(4.47+0.202)/2=2.34$ and a triangular one 1.42, so for a real store $F$ should be averaged over the measured temperature record. A real canister also departs from a uniform liquid that follows its surroundings; the variations estimate the effect in two idealised cases. Catalysis by products, moisture or the container wall is outside the model, and its effect is not estimated here.

\section{Variation 1: the liquid lags behind the air}

\textit{The 10 K swing now belongs to the air. The liquid is well mixed and relaxes towards the air temperature with a time constant $\tau=2$ h. Find $F$.}

The liquid temperature obeys
\begin{equation}
\frac{dT}{dt}=\frac{T_{\rm air}(t)-T}{\tau}.
\end{equation}
After the initial transient, write the air deviation as the imaginary part of $Ae^{i\omega t}$ and the liquid deviation as that of $A\theta e^{i\omega t}$. Substitution gives $i\omega\tau\theta=1-\theta$, hence
\begin{equation}
\theta=\frac1{1+i\omega\tau},\qquad
|\theta|=\frac1{\sqrt{1+\omega^2\tau^2}} .
\end{equation}
For a daily cycle $\omega\tau=2\pi\times2/24=0.524$. The liquid amplitude is $10/\sqrt{1+0.274}=8.86$ K. The phase of $\theta$ delays the cycle but does not change its average. The full Arrhenius average at this amplitude is $F=1.49$ instead of 1.64.

The fall can be understood from the quadratic law for small swings. The amplitude is multiplied by 0.886, and the excess $F-1$ by roughly $0.886^2=0.785$, which gives $0.785\times0.6435=0.51$; the full average has 0.49. For $\omega\tau\gg1$ the liquid amplitude tends to $A/(\omega\tau)$ and $F$ tends to 1. Thermal mass or insulation that lengthens $\tau$ therefore protects against daily swings, but in this model it does not lower the mean temperature.

\section{Variation 2: a still liquid heated through its wall}

\textit{The wall of a long cylindrical canister of radius $R=4$ cm swings by 10 K. The liquid does not move and conducts heat with diffusivity $\alpha=8\times10^{-8}$ m$^2$\,s$^{-1}$. How far does the interior follow, and what is the volume-averaged factor?}

Write the local deviation as the imaginary part of $A\theta(r)e^{i\omega t}$. Heat conduction without axial variation requires
\begin{equation}
i\omega\theta=\alpha\left(\theta''+\frac{\theta'}{r}\right),\qquad \theta(R)=1 .
\end{equation}
Equation \eqref{eq:bessel}, with $I_1=I_0'$, reads $I_0''+I_0'/z=I_0$. This identity holds term by term in the power series, so $z$ may be complex. The solution that is finite on the axis is
\begin{equation}
\theta(r)=\frac{I_0(qr)}{I_0(qR)},\qquad q^2=\frac{i\omega}{\alpha}.
\end{equation}
On the axis $I_0(0)=1$. With $\omega=7.27\times10^{-5}$ s$^{-1}$, the series variable is $(qR)^2/4=0.364\,i$, and
\begin{equation}
I_0(qR)\approx1+0.364\,i+\frac{(0.364\,i)^2}{4}+\frac{(0.364\,i)^3}{36}
\approx0.967+0.362\,i .
\end{equation}
Its modulus is 1.033, so the axis swings by $10/1.033=9.68$ K.

Each point keeps the mean temperature $T_0$ and has its own amplitude $A|\theta(r)|$. Averaging the full Arrhenius factor over the volume gives 1.61, about 2\% below the uniform value. This is the ratio of volume-averaged rates while little material has been consumed. For this radius and this diffusivity, a daily cycle is slow enough to reach the axis almost undiminished. The motionless liquid is an idealisation: because of the phase lag, wall and axis differ by a few kelvin during the cycle, enough to drive convection in an ordinary mobile liquid. Convection would carry heat in addition to conduction and is not modelled here. A wider canister or a faster cycle increases $\omega R^2/\alpha$, and the interior then follows less closely.

The numerical output below lists the main inputs and results of the solution and of both variations.

\section*{Numbers as computed}
\begin{verbatim}
Barrier E: 1.20 eV
Mean temperature T0: 300.0 K
Peak deviation A: 10.0 K
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kB*T0: 0.02585 eV
E/(kB*T0): 46.418 (no unit)
Slope d ln k/dT at T0: 0.1547 1/K
Swing number x: 1.5473 (no unit)
eps = A/T0: 0.03333 (no unit)
Series term m=0: 1.00000 (no unit)
Series term m=1: 0.59851 (no unit)
Series term m=2: 0.08955 (no unit)
Series term m=3: 0.00596 (no unit)
Series term m=4: 0.00022 (no unit)
Small-swing estimate 1+x^2/4: 1.5985 (no unit)
Linearised factor I0(x): 1.6942 (no unit)
I1(x): 1.0294 (no unit)
Full Arrhenius factor F: 1.6435 (no unit)
Lower bound on F: 1.6062 (no unit)
Corrected factor: 1.6412 (no unit)
Linearised excess over full: 3.09 %
Error ratio on halving eps at fixed x: 3.975 (no unit)
Relative rate at 310 K: 4.470 (no unit)
Relative rate at 290 K: 0.202 (no unit)
Share decomposed in warm half-cycle: 87.4 %
Equivalent constant temperature: 303.25 K
Prefactor nu: 1.0e+12 1/s
Rate constant at T0: 6.932e-09 1/s
Rate constant at T0: 5.990e-04 1/day
Storage time: 90 days
Loss at constant 300 K: 5.25 %
Loss with daily swing: 8.48 %
Ratio of losses: 1.616 (no unit)
Lag time constant, mixed liquid: 2.0 h
Liquid amplitude with lag: 8.86 K
Full factor with lag: 1.493 (no unit)
Cylinder radius, still liquid: 4.0 cm
Thermal diffusivity, still liquid: 8.0e-08 m^2/s
Amplitude on axis, still liquid: 9.68 K
Volume-averaged factor, still liquid: 1.614 (no unit)
Full factor, prefactor T^1, fixed slope: 1.6440 (no unit)
Full factor, prefactor T^-4, fixed slope: 1.6414 (no unit)
Full factor for E = 1.1 eV: 1.528 (no unit)
Full factor for E = 1.3 eV: 1.775 (no unit)
Full factor if 10 K is peak-to-peak: 1.147 (no unit)
\end{verbatim}
